# The logarithmic one-loop self-energy coefficient A61 for l ≥ 2

## 1. What symmetry and dimensions allow

Consider one electron bound to a fixed point nucleus of charge $Z$, with $Z\alpha\ll1$. The one-loop self-energy is written as

$$\Delta E=\frac{\alpha}{\pi}\frac{(Z\alpha)^4}{n^3}mc^2F,\qquad F\ni A_{61}(Z\alpha)^2L,\quad L=\ln\frac1{(Z\alpha)^2}. \tag{1}$$

For the derivation take $\hbar=c=m=1$. Then $V=-Z\alpha/r$, momenta are of order $Z\alpha$, and atomic energies are of order $(Z\alpha)^2$.

A logarithm arises from an integral $\int dk/k$ over photon energies between the atomic energy and the electron mass. Its coefficient contains neither limit. It is the expectation value of an operator built from $\mathbf p$, $\boldsymbol\sigma$ and derivatives of $V$. The undifferentiated $V$ cannot appear, because a constant added to $V$ shifts all energies together.

The force $\nabla V$ has the dimension of mass squared, so the simplest operator quadratic in $V$ is $(\nabla V)^2/m^3$. It is of order $(Z\alpha)^6$, as (1) requires, and is proportional to $r^{-4}$. At the same order, operators linear in $V$ are possible, such as $p_ip_j\partial_i\partial_jV/m^4$, terms with $\nabla^2V$, and spin-orbit terms with an extra $p^2$. The first will reduce to $(\nabla V)^2$ on a stationary state. The second act at the nucleus and vanish for $l\ge2$. A purely kinetic operator such as $p^6/m^5$ is also of this order, but it is absent: it would shift a free electron too, whose self-energy is entirely contained in its physical mass. If the spin terms also cancel, the answer must be

$$\Delta E_{\log}=C\,\frac{\alpha}{\pi}\,L\,G,\qquad G=\langle(\nabla V)^2\rangle, \tag{2}$$

with a pure number $C$. The calculation must establish the spin cancellation and find $C$.

## 2. The region that produces the logarithm

In Coulomb gauge the electron exchanges Coulomb and transverse photons with itself. For photon momenta well below 1, the instantaneous Coulomb part expands in non-negative powers of the vector $\mathbf q$. Odd powers vanish on angular averaging, and $d^3q/q^2$ leaves $dq\,q^{2\nu}$ with $\nu\ge0$. There is no $dq/q$.

Transverse exchange through negative-energy states has denominators near 2, and two-photon vertices have no small denominator. With the measure $d^3k/(2k)$ they give $k\,dk$ times non-negative powers of $k$, again without a logarithm. The logarithm therefore comes from transverse photons with positive-energy intermediate states.

Hard photons, $k\sim1$, supply the upper end of the logarithm. Hard momentum exchange with the nucleus could give further logarithms, but it produces contact operators, which vanish here for $l\ge2$. Below $k\sim(Z\alpha)^2$ the expansion used next ceases to hold; that region fixes the lower end.

Let $\phi$ be the nonrelativistic state and $D=p^2/2+V-E$, so that $D\phi=0$. If the coupling to the vector potential is $-q\mathbf J\cdot\mathbf A$ with $q^2=4\pi\alpha$, second-order perturbation theory gives

$$\Delta E_T=\frac{\alpha}{\pi}\int k\,dk\;\overline{P_{ij}\left\langle J_ie^{i\mathbf k\cdot\mathbf r}\frac{1}{-D-k}e^{-i\mathbf k\cdot\mathbf r}J_j\right\rangle},\qquad P_{ij}=\delta_{ij}-n_in_j. \tag{3}$$

Here $\mathbf n=\mathbf k/k$, and the bar is the average over directions. The prefactor is $4\pi\alpha\cdot4\pi/[(2\pi)^3\,2]=\alpha/\pi$. For $k$ above the atomic energy,

$$\frac1{-D-k}=\sum_{N\ge0}(-1)^{N+1}\frac{D^N}{k^{N+1}}. \tag{4}$$

The exponentials shift $\mathbf p$ to $\mathbf p-\mathbf k$, which replaces $D$ by

$$D'=D-\mathbf k\cdot\mathbf p+\tfrac12k^2. \tag{5}$$

The shift of $J=p$ itself is along $\mathbf k$ and is removed by $P_{ij}$. Since (5) is a polynomial, the inverse atomic size $k\sim Z\alpha$ introduces no separate threshold.

A term $dk/k$ requires $N-1$ powers of $k$ from the numerator. Let $D'^N$ supply $a$ factors $D$, $b$ factors $\mathbf k\cdot\mathbf p$ and $c$ factors $k^2/2$. Then $a+b+c=N$ and $b+2c=N-1$, so $2a+b=N+1$. With the two outer momenta, the order is $(Z\alpha)^{N+3}$. Thus:

- $N=1$ is of order $(Z\alpha)^4$, and its relativistic corrections are of order $(Z\alpha)^6$.
- $N=2$ is odd in $\mathbf k$ and averages to zero.
- $N=3$ is of order $(Z\alpha)^6$ and describes retardation.
- Larger $N$ is of higher order.

## 3. Contact terms and the leading dipole contribution

Write $V_i=\partial_iV$ and $V_{ij}=\partial_i\partial_jV$, with repeated indices summed. The sign $\simeq$ means equality after dropping terms with $\nabla^2V=4\pi Z\alpha\,\delta^3(\mathbf r)$ or its derivatives. In the terms below, at most two derivatives act on $\phi^*\phi$ at the origin. Since $\phi\sim r^l$, the result behaves as $r^{2l-2}$ and vanishes for $l\ge2$. For $l=1$ it can survive.

At $N=1$ with $J=p$, the average of $P_{ij}$ is $2\delta_{ij}/3$. Using $D\phi=0$ on both sides,

$$\tfrac23\langle p_iDp_i\rangle=\tfrac13\langle[p_i,[D,p_i]]\rangle=\tfrac13\langle\nabla^2V\rangle=0. \tag{6}$$

This still holds when the relativistic energy $H_B$ is included to first order:

- The change of $\phi$ preserves $l$ and behaves no worse than $r^{l-1}$, so the change of $\langle\nabla^2V\rangle$ vanishes.
- In $[p_i,[H_B,p_i]]$, the $p^4$ term commutes and the Darwin term gives $\nabla^4V$.
- The spin-orbit energy $\frac14\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)$ gives $\frac14\boldsymbol\sigma\cdot(\nabla\nabla^2V\times\mathbf p)$, also a contact term.

The unretarded $N=2$ term is proportional to $\langle p_iD^2p_i\rangle/k^2$. Its integral is a power of the lower limit, not a logarithm. With $S(k)=\langle p_i(k+D)^{-1}p_i\rangle$, (4), (6) and the identity $\langle p_iD^2p_i\rangle=G$ derived in (8) below predict that $k^2[kS-\langle p^2\rangle]/G$ tends to 1. A numerical resolvent for the $5g$ state at $Z=1$ gives 0.99692 at $k=5$ hartree and 0.99843 at 10 hartree. The deviation from 1 roughly halves, as expected from a next term of relative order $1/k$.

## 4. Four expectation values

The remaining terms need four identities. The basic commutators are $[p_i,V]=-iV_i$ and $[V,p_i]=iV_i$. Hence

$$Dp_i\phi=iV_i\phi,\qquad \langle p_iD\cdots\rangle=-i\langle V_i\cdots\rangle. \tag{7}$$

The first identity is immediate:

$$\langle p_iD^2p_i\rangle=(-i)(i)\langle V_iV_i\rangle=G. \tag{8}$$

For the second, use (7) and the Hermitian conjugate. Moving $p_i$ through $V_i$ costs only a contact term:

$$\begin{aligned}
\langle p_iDp^2p_i\rangle+\text{h.c.}
&=-i\langle V_ip_ip^2-p^2p_iV_i\rangle\\
&\simeq-i\langle[V_ip_i,p^2]\rangle.
\end{aligned}$$

Now insert $p^2\phi=2(E-V)\phi$ on the right and its conjugate on the left. The constant $E$ cancels:

$$\langle p_iDp^2p_i\rangle+\text{h.c.}\simeq2i\langle[V_ip_i,V]\rangle=2i(-i)\langle V_iV_i\rangle=2G. \tag{9}$$

The same commutator can be evaluated directly. Since $[V_i,p^2]=2iV_{ij}p_j+\partial_i\nabla^2V$, it follows that $-i\langle[V_ip_i,p^2]\rangle\simeq2\langle V_{ij}p_ip_j\rangle$. Comparison with (9) gives

$$\langle V_{ij}p_ip_j\rangle\simeq G. \tag{10}$$

This is the reduction announced in Section 1.

For any Hermitian $A$, $D\phi=0$ implies $\langle ADA\rangle=\frac12\langle[A,[D,A]]\rangle$. With $A=V$, $[D,V]=-\frac i2(p_iV_i+V_ip_i)$ and $[V,[D,V]]=V_iV_i$. Therefore $\langle VDV\rangle=G/2$, and

$$\langle p^2Dp^2\rangle=4\langle(E-V)D(E-V)\rangle=4\langle VDV\rangle=2G. \tag{11}$$

Finally take $A=p_ip_j$ and sum over both indices. Then

$$[D,p_ip_j]=[V,p_ip_j]=i(V_ip_j+V_jp_i)+V_{ij}.$$

In the outer commutator, $[p_ip_j,iV_ip_j]\simeq V_{ij}p_ip_j$. The term with $V_jp_i$ gives the same, and the one with $V_{ij}$ is a contact term. Thus

$$\langle p_ip_jDp_ip_j\rangle\simeq\tfrac12\cdot2\langle V_{ij}p_ip_j\rangle\simeq G. \tag{12}$$

## 5. Relativistic current and retardation

The kinetic correction $-\boldsymbol\pi^4/8$, with $\boldsymbol\pi=\mathbf p-q\mathbf A$, changes the long-wavelength current to $p_i-\frac12p^2p_i$. It enters (3) once on each side. At $N=1$, where the sign in (4) is positive, (9) gives

$$C_{\rm current}G=\tfrac23\left(-\tfrac12\right)\left[\langle p_iDp^2p_i\rangle+\text{h.c.}\right]=-\tfrac23G. \tag{13}$$

At $N=3$ the sign in (4) is again positive. The terms of order $k^2$ in $D'^3$ are

$$\begin{aligned}
[D'^3]_{k^2}={}&\tfrac32k^2D^2+(\mathbf k\cdot\mathbf p)^2D\\
&+(\mathbf k\cdot\mathbf p)D(\mathbf k\cdot\mathbf p)+D(\mathbf k\cdot\mathbf p)^2.
\end{aligned} \tag{14}$$

The factor 3 in the first term counts the positions of $k^2/2$. By (8) this term contributes $\frac32\cdot\frac23G=G$.

The others require the average of $P_{ij}n_an_b$. From $\overline{n_an_b}=\delta_{ab}/3$ and $\overline{n_in_jn_an_b}=(\delta_{ij}\delta_{ab}+\delta_{ia}\delta_{jb}+\delta_{ib}\delta_{ja})/15$,

$$\overline{P_{ij}n_an_b}=\frac{4\delta_{ij}\delta_{ab}-\delta_{ia}\delta_{jb}-\delta_{ib}\delta_{ja}}{15}. \tag{15}$$

When $D$ stands at either end of (14), each of the three contractions yields the sum in (9). These two terms together give $(4-1-1)\,2G/15=4G/15$. When $D$ stands in the middle, the first and third contractions give (12), while the second gives (11). The result is $(4G-2G-G)/15=G/15$. Hence

$$C_{\rm ret}G=G+\frac{4G}{15}+\frac G{15}=\frac43G. \tag{16}$$

The two coefficients, $-2/3$ and $4/3$, were tested in rational arithmetic on explicit states with $(n,l)=(3,2),(4,2),(4,3),(5,3)$. The operators in (13) and (14) were applied directly, without the identities of Section 4.

## 6. Why the result does not depend on j

The spin enters through three further parts of the current. The spin-orbit energy in the nuclear field gives $\frac14\boldsymbol\sigma\times\nabla V$. The magnetic moment gives a term proportional to $i\boldsymbol\sigma\times\mathbf k$. The spin-orbit coupling to the photon's electric field gives one proportional to $ik\,\boldsymbol\sigma\times\mathbf p$. Each can be paired with $p_i$:

- The first enters at $N=1$. By (7), its contribution is proportional to $\epsilon_{ijk}\sigma_jV_iV_k=0$.
- The magnetic term enters at $N=3$ with one factor $\mathbf k\cdot\mathbf p$. It commutes with $D$, so any ordering with $D$ next to the state on the magnetic side vanishes. Averaging $k_ak_k$ leaves $\epsilon_{ijk}\sigma_j\langle p_iD^2p_k\rangle=\epsilon_{ijk}\sigma_j\langle V_iV_k\rangle=0$.
- The electric-field term enters at $N=2$ with its explicit factor $k$, and has the same vanishing contraction.

Two magnetic currents at $N=3$ enclose $D^3$, which annihilates the state. Other spin combinations are of higher order or odd in $\mathbf k$. With the contact result for the spin-orbit energy in Section 3, no spin-dependent logarithm remains at this order.

A $3d$ state carrying orbital current provides a test. For $m=2$ the antisymmetric part of $\langle p_xDp_y\rangle$ is, by (7), $-\frac i2\langle r^{-3}L_z\rangle$, which is purely imaginary and equals $i$ times $-2.47\times10^{-3}$ atomic units at $Z=1$, so such expressions do not vanish merely by the choice of state. With $D^2$ in place of $D$ it is zero, and so is the spin-orbit double commutator.

Adding (13) and (16) gives $C=\frac43-\frac23=\frac23$. The limits of $\int dk/k$ are of order $(Z\alpha)^2$ and 1, so

$$\Delta E_{\log}=\frac{2\alpha}{3\pi}L\,\langle(\nabla V)^2\rangle,\qquad l\ge2. \tag{17}$$

Changing either limit by a fixed factor changes a non-logarithmic term, not $A_{61}$. The positive sign results from retardation outweighing the reduction of the current at higher momentum.

## 7. From the force to $r^{-4}$

Measure $r$ in bohr from here on. One bohr is $1/\alpha$ in the previous units, so $G=Z^2\alpha^6\langle r^{-4}\rangle$. Equating (17) with the logarithmic term in (1) gives

$$A_{61}=\frac23\,n^3\frac{\langle r^{-4}\rangle}{Z^4}. \tag{18}$$

Set $Z=1$ temporarily. The radial function $u=rR$ obeys

$$u''=Wu,\qquad W=\frac{l(l+1)}{r^2}-\frac2r+\frac1{n^2}. \tag{19}$$

For a power $f=r^{s+1}$, integrate $2fu'u''=fW(u^2)'$ by parts on both sides:

$$\int f'u'^2\,dr=\int(fW)'u^2\,dr.$$

Also integrate $f'uu''=f'Wu^2$ by parts:

$$\int f'Wu^2\,dr=-\int f'u'^2\,dr+\tfrac12\int f'''u^2\,dr.$$

Elimination of the integral with $u'^2$ gives $\langle2f'W+fW'-\frac12f'''\rangle=0$. Substituting $f$ and dividing by 2,

$$\begin{aligned}
0={}&\frac{s+1}{n^2}\langle r^s\rangle-(2s+1)\langle r^{s-1}\rangle\\
&+\frac s4\left[(2l+1)^2-s^2\right]\langle r^{s-2}\rangle.
\end{aligned} \tag{20}$$

The boundary terms at the origin scale as $r^{2l+1+s}$. They vanish for $s=-1$ and $s=-2$ when $l\ge1$.

The starting value follows from the energy $E=-1/[2(n_r+l+1)^2]$, with $l$ treated as continuous at fixed radial node number $n_r$. The derivative of the radial Hamiltonian is $(2l+1)/(2r^2)$, and that of the energy is $1/n^3$. Hence

$$\langle r^{-2}\rangle=\frac{2}{n^3(2l+1)}. \tag{21}$$

Equation (20) with $s=-1$ gives $\langle r^{-3}\rangle=\langle r^{-2}\rangle/[l(l+1)]$. With $s=-2$ it reads

$$\tfrac12(2l-1)(2l+3)\langle r^{-4}\rangle=3\langle r^{-3}\rangle-\frac{\langle r^{-2}\rangle}{n^2}.$$

Insert (21), use $4/[l(l+1)]=16/[(2l)(2l+2)]$, and restore $Z$ through $r\propto1/Z$:

$$\langle r^{-4}\rangle=\frac{16Z^4[3n^2-l(l+1)]}{n^5(2l-1)(2l)(2l+1)(2l+2)(2l+3)}. \tag{22}$$

Equation (18) then yields the required result:

$$A_{61}=\frac{32[3n^2-l(l+1)]}{3n^2(2l-1)(2l)(2l+1)(2l+2)(2l+3)},\qquad l\ge2. \tag{23}$$

Quadrature of the radial functions agrees with (23) through (18) for $2\le l\le6$ and $n\le9$, with a largest relative error of $5\times10^{-15}$.

## 8. Limits and failure of the formula

For a circular state, $n=l+1$, the numerator factor is $(l+1)(2l+3)$, and

$$A_{61}=\frac{8}{3l(l+1)^2(4l^2-1)}\longrightarrow\frac{2}{3l^5}\quad(l\to\infty). \tag{24}$$

The centrifugal barrier keeps the electron away from the strong field. At fixed $l$ and $n\to\infty$, $A_{61}$ instead tends to a constant, $32/[(2l-1)(2l)(2l+1)(2l+2)(2l+3)]$. The energy then falls as $n^{-3}$, like the density of the state near the nucleus.

For $l=1$, $\langle r^{-4}\rangle$ is finite, but the contact terms dropped above can contribute, so (23) is not established as the full coefficient. For $l=0$ the expectation value diverges. The derivation also assumes $Z\alpha\ll1$ and a fixed point nucleus; recoil, nuclear size and vacuum polarization are separate effects.

## 9. A numerical example

Take a model one-electron ion with $Z=10$. Then $Z\alpha=0.07297$ and $L=5.2353$. For $3d$, the numerator factor is $3\cdot9-6=21$ and the five-factor product is $3\cdot4\cdot5\cdot6\cdot7=2520$. Equations (22) and (23) give

$$\langle r^{-4}\rangle=\frac{16\cdot10^4\cdot21}{243\cdot2520}=5.487\ \text{bohr}^{-4},\qquad A_{61}=\frac{32\cdot21}{27\cdot2520}=0.009877.$$

One hartree is $\alpha^2mc^2$, so (17) becomes, in hartree,

$$\begin{aligned}
\Delta E_{\log}&=\frac{2\alpha^5}{3\pi}L\,Z^2\langle r^{-4}\rangle\\
&=\frac{2(0.00729735)^5}{3\pi}(5.2353)(100)(5.487)\\
&=1.261\times10^{-8}.
\end{aligned} \tag{25}$$

This is 83.0 MHz, the same for $3d_{3/2}$ and $3d_{5/2}$.

For $4d$, $A_{61}=0.01111$ and the energy is $5.987\times10^{-9}$ hartree, or 39.4 MHz. The coefficient is larger than for $3d$ by the factor 1.125, but $n^{-3}$ falls by $27/64$, so the energy drops to 0.475 of the $3d$ value. For $4f$, $A_{61}=0.001587$ and the energy is $8.553\times10^{-10}$ hartree, or 5.63 MHz. This is one seventh of the $4d$ value: (22) gives the ratio $(36/15120)/(42/2520)=1/7$.

These energies are one term of the self-energy, not the full shift. Changing one limit of the photon integral by a factor of 2 would change $L$ by $\ln2=0.69$, about 13% of its value here. The non-logarithmic term of the same order in $Z\alpha$ is therefore needed for a precise prediction, along with the lower-order self-energy. The numerical output lists the values at more digits.

## Calculated quantities

```
Exact coefficients of dk/k divided by G (dimensionless)
n=3 l=2: current -2/3, retardation 4/3, sum 2/3
n=4 l=2: current -2/3, retardation 4/3, sum 2/3
n=4 l=3: current -2/3, retardation 4/3, sum 2/3
n=5 l=3: current -2/3, retardation 4/3, sum 2/3
3d, Z=1: antisymmetric <p_x D p_y> control = -2.469136e-03 a.u.
3d, Z=1: antisymmetric <p_x D^2 p_y> = 0.0 a.u.
3d, Z=1: spin-orbit double commutator = 0.0 a.u.
5g, Z=1: scaled dipole tail at k=5 hartree: 0.99692
5g, Z=1: scaled dipole tail at k=10 hartree: 0.99843
Largest relative error of A61, l=2..6, n<=9: 5.1e-15
Model charge Z = 10
alpha = 0.007297353
Z alpha = 0.0729735
ln[(Z alpha)^-2] = 5.235317
1 hartree = 6.579684e+09 MHz
3d: <r^-4> = 5.486968 bohr^-4
3d: A61 = 0.00987654
3d: logarithmic energy = 1.261424e-08 hartree
3d: logarithmic energy = 82.9977 MHz
4d: <r^-4> = 2.604167 bohr^-4
4d: A61 = 0.01111111
4d: logarithmic energy = 5.986835e-09 hartree
4d: logarithmic energy = 39.3915 MHz
4f: <r^-4> = 0.372024 bohr^-4
4f: A61 = 0.00158730
4f: logarithmic energy = 8.552621e-10 hartree
4f: logarithmic energy = 5.6274 MHz
```
